# Vacuum emission and X-ray polarization flip in a focused Gaussian laser pulse: test program

```python
# Result under test: photon emission from the vacuum polarized by prescribed
# laser fields, and the polarization flip of an X-ray probe in a focused pulse.
#   L1 = xi [ (E^2-B^2)^2 + 7 (E.B)^2 ],  xi = 2 alpha^2 / (45 m^4)
#   S  = sqrt(w/2) Int d4x exp(i(wt-k.x)) [ eps.P + (khat x eps).M ]
#   P  = dL1/dE, M = dL1/dB; |S|^2 is the photon number per mode.
# Flip probability per probe photon (head-on, pump at angle phi to the probe):
#   (6 xi w I0 sin 2phi)^2 / sqrt(1+2 beta) * double integral over z, z'
# w0, zR, T: pump waist, Rayleigh length, duration; wx, Tx: probe waist, duration.
# Intensities fall as exp(-2 r^2/waist^2) and exp(-2 t^2/duration^2).
# Units: hbar = c = eps0 = 1; in the focus example lengths and c*t are in um.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.special import j0, erfcx

alpha = sc.fine_structure


def gauss(low, high, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * w


# ---------- loop coefficients from the proper-time integral (m = 1) ----------
x_level = 0.7
levels = np.arange(200)
level_sum = sum(np.exp(-(2 * levels + 1 - spin) * x_level).sum() for spin in (1, -1))
assert abs(level_sum * np.tanh(x_level) - 1) < 1e-12

mp.mp.dps = 30


def loop_lagrangian(b1, b2):
    # b1, b2: e times the fields in the two Euclidean planes (E = i B2)
    def integrand(s):
        x, y = b1 * s, b2 * s
        bracket = x * mp.coth(x) * y * mp.coth(y) - 1 - (x * x + y * y) / 3
        return mp.exp(-s) * bracket / s**3
    return float(-mp.quad(integrand, [mp.mpf('0.001'), 1, 10, 60]) / (8 * mp.pi**2))


charge = np.sqrt(4 * np.pi * alpha)
xi_unit_mass = 2 * alpha**2 / 45
loop_ratios = []
for b1, b2 in ((0.02, 1e-9), (0.02, 0.02)):
    B1, B2 = b1 / charge, b2 / charge
    weak = xi_unit_mass * ((B1**2 + B2**2)**2 - 7 * B1**2 * B2**2)
    loop_ratios.append(loop_lagrangian(mp.mpf(b1), mp.mpf(b2)) / weak)
    assert abs(loop_ratios[-1] - 1) < 2e-3  # next order in the field is left


# ---------- polarization, magnetization and forward coupling (xi = 1) ----------
def lagrangian(E, B):
    return (E @ E - B @ B)**2 + 7 * (E @ B)**2


def response(E, B):
    scalar = (E * E - B * B).sum(axis=0)
    pseudo = (E * B).sum(axis=0)
    return 4 * scalar * E + 14 * pseudo * B, -4 * scalar * B + 14 * pseudo * E


rng = np.random.default_rng(5)
zhat = np.array([0.0, 0.0, 1.0])
h = 1e-4
for trial in range(5):
    E, B = rng.normal(size=3), rng.normal(size=3)
    P, M = response(E, B)
    for i in range(3):
        d = h * np.eye(3)[i]
        assert abs((lagrangian(E + d, B) - lagrangian(E - d, B)) / (2 * h) - P[i]) < 1e-5
        assert abs((lagrangian(E, B + d) - lagrangian(E, B - d)) / (2 * h) - M[i]) < 1e-5
    angle = rng.uniform(0, 2 * np.pi)
    eps1 = np.array([np.cos(angle), np.sin(angle), 0.0])
    eps2 = np.cross(zhat, eps1)
    Pp, Mp = response(E + h * eps1, B + h * eps2)
    Pm, Mm = response(E - h * eps1, B - h * eps2)
    dP, dM = (Pp - Pm) / (2 * h), (Mp - Mm) / (2 * h)
    U = E + np.cross(zhat, B)
    U1, U2 = U @ eps1, U @ eps2
    flip = dP @ eps2 + dM @ np.cross(zhat, eps2)
    keep = dP @ eps1 + dM @ eps2
    assert abs(flip + 6 * U1 * U2) < 1e-5
    assert abs(keep - 2 * (4 * U1**2 + 7 * U2**2)) < 1e-5
tilt = 2.5
kappa = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
E = 0.8 * np.array([0.0, 1.0, 0.0]) + 0.6 * np.cross(kappa, [0.0, 1.0, 0.0])
U = (E + np.cross(zhat, np.cross(kappa, E)))[:2]
assert abs(np.linalg.norm(U) - (1 - np.cos(tilt))) < 1e-12

# ---------- one-dimensional Maxwell solver, fields depend on z and t ----------
N, box = 512, 40.0
zs = (np.arange(N) - N // 2) * box / N
k_grid = 2 * np.pi * np.fft.rfftfreq(N, box / N)
ik = 1j * k_grid
ik[-1] = 0


def evolve(D, B, t_start, t_end, steps, constitutive):
    def rate(y, t):
        E, H = constitutive(y[0], y[1], t)
        dE, dH = np.fft.irfft(ik * np.fft.rfft(np.array([E, H])), N)
        return np.array([[-dH[1], dH[0]], [dE[1], -dE[0]]])
    y, dt = np.array([D, B]), (t_end - t_start) / steps
    for n in range(steps):
        t = t_start + n * dt
        r1 = rate(y, t)
        r2 = rate(y + 0.5 * dt * r1, t + 0.5 * dt)
        r3 = rate(y + 0.5 * dt * r2, t + 0.5 * dt)
        r4 = rate(y + dt * r3, t + dt)
        y = y + dt * (r1 + 2 * r2 + 2 * r3 + r4) / 6
    return y


# Emission amplitude against the energy radiated by prescribed P_x and M_y.
def source_P(t):
    return np.exp(-2 * zs**2) * np.exp(-t**2 / 2) * np.cos(3 * t)


def source_M(t):
    return 0.6 * np.exp(-2 * (zs - 0.5)**2) * np.exp(-t**2 / 2) * np.cos(3 * t + 0.4)


def driven(D, B, t):
    E, H = D.copy(), B.copy()
    E[0] -= source_P(t)
    H[1] -= source_M(t)
    return E, H


empty = np.zeros((2, N))
D, B = evolve(empty, empty, -8.0, 8.0, 800, driven)
dz = box / N
radiated = [np.sum(((D[0] + s * B[1]) / 2)**2) * dz for s in (1, -1)]
ts = np.linspace(-8, 8, 401)
P_tz = np.array([source_P(t) for t in ts])
M_tz = np.array([source_M(t) for t in ts])
kq, wq = gauss(0, 10, 80)
emitted = []
for s in (1, -1):
    in_time = np.exp(1j * np.outer(kq, ts)) @ (P_tz + s * M_tz)
    S = np.sqrt(kq / 2) * np.sum(in_time * np.exp(-1j * s * np.outer(kq, zs)), axis=1)
    S = S * dz * (ts[1] - ts[0])
    emitted.append(np.sum(wq * kq * np.abs(S)**2) / (2 * np.pi))
for a, b in zip(radiated, emitted):
    assert abs(a / b - 1) < 2e-3

# Flip law against the full nonlinear Maxwell equations of two colliding pulses.
xi_sim, width, k_probe, phi_sim = 2e-5, 1.5, 8.0, np.pi / 6


def nonlinear_vacuum(D, B, t):
    E = D
    for _ in range(3):
        P, M = response(E, B)
        E = D - xi_sim * P
    return E, B - xi_sim * M


pump = np.exp(-(zs - 10)**2 / (2 * width**2))
probe = 1e-3 * np.exp(-(zs + 10)**2 / (2 * width**2)) * np.cos(k_probe * zs)
E_pump = np.array([np.cos(phi_sim) * pump, np.sin(phi_sim) * pump])
B_pump = np.array([E_pump[1], -E_pump[0]])
E_start = E_pump + np.array([probe, 0 * probe])
B_start = B_pump + np.array([0 * probe, probe])
D, B = evolve(E_start, B_start, 0.0, 20.0, 1000, nonlinear_vacuum)
right_x, right_y = (D[0] + B[1]) / 2, (D[1] - B[0]) / 2
flip_simulated = np.sum(right_y**2) / np.sum(right_x**2)
path_integral = np.sum(np.exp(-(2 * zs)**2 / width**2)) * dz
spectrum = np.abs(np.fft.rfft(probe))**2
flip_each_k = (6 * xi_sim * k_grid * np.sin(2 * phi_sim) * path_integral)**2
flip_predicted = np.sum(spectrum * flip_each_k) / np.sum(spectrum)
assert abs(flip_simulated / flip_predicted - 1) < 1e-2

# ---------- worked example: focused pulse and X-ray probe ----------
pulse_energy_J, pump_fwhm_fs, wavelength, w0 = 10.0, 30.0, 0.8, 2.0
probe_keV, probe_fwhm_fs, wx, probe_photons = 10.0, 20.0, 2.0, 1e12
fs_to_um = sc.c * 1e-15 * 1e6
T = pump_fwhm_fs * fs_to_um / np.sqrt(2 * np.log(2))
Tx = probe_fwhm_fs * fs_to_um / np.sqrt(2 * np.log(2))
zR = np.pi * w0**2 / wavelength
k_laser = 2 * np.pi / wavelength
omega = probe_keV * 1e3 * sc.e / (sc.hbar * sc.c) * 1e-6
energy_volume = (np.pi * w0**2 / 2) * T * np.sqrt(np.pi / 2)
I0 = pulse_energy_J * sc.c / (energy_volume * 1e-18)
E_crit = sc.m_e**2 * sc.c**3 / (sc.e * sc.hbar)
I_crit = sc.epsilon_0 * sc.c * E_crit**2
xi_I0 = alpha / (90 * np.pi) * I0 / I_crit
# the same number from the SI energy density and the Compton volume
compton = sc.hbar / (sc.m_e * sc.c)
direct = 2 * alpha**2 / 45 * (I0 / sc.c) * compton**3 / (sc.m_e * sc.c**2)
assert abs(direct / xi_I0 - 1) < 1e-6
flip_rate = 6 * xi_I0 * omega

# pulse energy from the intensity in a plane away from the focus
rr, wr = gauss(0, 20, 100)
tt, wt = gauss(-4 * T, 4 * T, 100)
eta_off = 1 + (10.0 / zR)**2
area_part = np.sum(wr * 2 * np.pi * rr * np.exp(-2 * rr**2 / (w0**2 * eta_off))) / eta_off
time_part = np.sum(wt * np.exp(-2 * tt**2 / T**2))
assert abs(I0 / sc.c * area_part * time_part * 1e-18 / pulse_energy_J - 1) < 1e-6

# the optical carrier drops out of the path integral
fine = np.linspace(-20, 20, 16001)
smooth = np.exp(-8 * fine**2 / T**2) / (1 + (fine / zR)**2)
carrier = 2 * np.cos(2 * k_laser * fine)**2
assert abs(np.sum(smooth * carrier) / np.sum(smooth) - 1) < 1e-8


def flip_probability(waist, duration):
    z, wz = gauss(-25, 25, 200)
    eta = 1 + (z / zR)**2
    b, beta = (waist / w0)**2, (duration / T)**2
    za, zb = z[:, None], z[None, :]
    ea, eb = eta[:, None], eta[None, :]
    power = za**2 + zb**2 - beta * (za + zb)**2 / (1 + 2 * beta)
    kernel = np.exp(-8 * power / T**2) / (ea * eb + b * (ea + eb))
    return flip_rate**2 / np.sqrt(1 + 2 * beta) * (wz @ kernel @ wz)


def momentum_flip(k_low, k_high):
    # emission amplitude resolved in transverse momentum, mismatch phase kept
    k, wk = gauss(k_low, k_high, 60)
    r, w_r = gauss(0, 5 * wx, 90)
    z, wz = gauss(-25, 25, 180)
    tau, w_tau = gauss(-3.5 * Tx, 3.5 * Tx, 70)
    eta = 1 + (z / zR)**2
    profile = np.sqrt(2 / np.pi) / wx * np.exp(-r**2 / wx**2)
    overlap = profile[:, None] * np.exp(-2 * r[:, None]**2 / (w0**2 * eta)) / eta
    hankel = 2 * np.pi * w_r * r * j0(np.outer(k, r))
    phase = np.exp(1j * (omega - np.sqrt(omega**2 - k**2))[:, None] * z)
    in_time = wz[:, None] * np.exp(-2 * (2 * z[:, None] + tau)**2 / T**2)
    amplitude = flip_rate * ((hankel @ overlap) * phase) @ in_time
    weight = w_tau * np.sqrt(2 / np.pi) / Tx * np.exp(-2 * tau**2 / Tx**2)
    density = (np.abs(amplitude)**2 @ weight) * k * wk / (2 * np.pi)
    return density.sum(), (density * k**2).sum()


P_flip = flip_probability(wx, Tx)
P_momentum, k2_moment = momentum_flip(0, 8)
assert abs(P_momentum / P_flip - 1) < 1e-5
signal_k2 = k2_moment / P_momentum
signal_angle = np.sqrt(signal_k2) / omega * 1e6
probe_angle = np.sqrt(2) / wx / omega * 1e6
outside_signal = momentum_flip(2 / wx, 8)[0] / P_momentum
kp, wkp = gauss(2 / wx, 8, 80)
outside_probe = np.sum(wkp * kp * wx**2 * np.exp(-kp**2 * wx**2 / 2))
assert signal_angle > probe_angle and outside_signal > outside_probe

A = np.sqrt(8) * zR / T
path_thin = np.pi * zR * erfcx(A)
P_thin = (flip_rate * path_thin)**2
assert abs(flip_probability(1e-4, 1e-4) / P_thin - 1) < 1e-6
wide_ratio = flip_probability(40.0, Tx) / flip_probability(80.0, Tx)
assert abs(wide_ratio / 4 - 1) < 1e-2


# Exact Maxwell beam travelling along -z, built from sin(kR)/R with complex R.
def nonparaxial_ratio(rayleigh):
    def fields(z):
        R = z + 1j * rayleigh
        psi = np.sin(k_laser * R) / R
        slope = k_laser * np.cos(k_laser * R) / R - psi / R
        return 1j * k_laser * (psi + slope / (k_laser**2 * R)), slope
    angle, w = gauss(-np.pi / 2, np.pi / 2, 200)
    Ex, By = fields(rayleigh * np.tan(angle))
    path = np.sum(w * rayleigh / np.cos(angle)**2 * np.abs(Ex - By)**2 / 4)
    return path / (np.abs(fields(0.0)[0])**2 * np.pi * rayleigh)


beam_shift = nonparaxial_ratio(zR) - 1
assert abs(beam_shift * k_laser * zR - 1) < 0.02

laser_eV = sc.h * sc.c / (wavelength * 1e-6) / sc.e
mass_eV = sc.m_e * sc.c**2 / sc.e
print(f"loop / weak-field Lagrangian, one plane: {loop_ratios[0]:.5f}")
print(f"loop / weak-field Lagrangian, two planes: {loop_ratios[1]:.5f}")
print(f"radiated energy right, Maxwell (model units): {radiated[0]:.5f}")
print(f"radiated energy right, amplitude (model units): {emitted[0]:.5f}")
print(f"radiated energy left, Maxwell (model units): {radiated[1]:.5f}")
print(f"radiated energy left, amplitude (model units): {emitted[1]:.5f}")
print(f"flip fraction, nonlinear Maxwell simulation: {flip_simulated:.4e}")
print(f"flip fraction, predicted for simulation: {flip_predicted:.4e}")
print(f"pump pulse energy: {pulse_energy_J:.1f} J")
print(f"pump duration FWHM: {pump_fwhm_fs:.1f} fs")
print(f"pump wavelength: {wavelength:.2f} um")
print(f"pump waist w0: {w0:.2f} um")
print(f"pump Rayleigh length zR: {zR:.3f} um")
print(f"pump duration parameter cT: {T:.3f} um")
print(f"probe photon energy: {probe_keV:.1f} keV")
print(f"probe duration FWHM: {probe_fwhm_fs:.1f} fs")
print(f"probe duration parameter cTx: {Tx:.3f} um")
print(f"probe waist wx: {wx:.2f} um")
print(f"probe photons per pulse: {probe_photons:.1e}")
print(f"probe wave number: {omega:.4e} 1/um")
print(f"peak cycle-averaged intensity I0: {I0 * 1e-4:.4e} W/cm^2")
print(f"critical intensity: {I_crit * 1e-4:.4e} W/cm^2")
print(f"peak field / critical field: {np.sqrt(2 * I0 / I_crit):.3e}")
print(f"photon energy product / m^2: {probe_keV * 1e3 * laser_eV / mass_eV**2:.3e}")
print(f"xi*I0 (dimensionless): {xi_I0:.4e}")
print(f"index difference at focus: {12 * xi_I0:.4e}")
print(f"flip amplitude per length 6*xi*I0*omega: {flip_rate:.4e} 1/um")
print(f"parameter A = sqrt(8) zR/(cT): {A:.4f}")
print(f"effective path on axis: {path_thin:.4f} um")
print(f"flip amplitude on axis: {flip_rate * path_thin:.4e}")
print(f"flip probability, thin short probe: {P_thin:.4e}")
print(f"flip probability, example probe: {P_flip:.4e}")
print(f"same from momentum-space amplitude: {P_momentum:.4e}")
print(f"reduction by finite probe size: {P_flip / P_thin:.4f}")
print(f"flipped photons per shot: {P_flip * probe_photons:.4e}")
for waist in (0.5, 1.0, 4.0, 8.0, 16.0):
    print(f"flip probability at wx = {waist:.1f} um: {flip_probability(waist, Tx):.4e}")
print(f"wide-probe ratio P(40 um)/P(80 um): {wide_ratio:.4f}")
print(f"rms angle of flipped photons: {signal_angle:.3f} urad")
print(f"rms angle of probe photons: {probe_angle:.3f} urad")
print(f"flipped fraction outside angle 2/(omega wx): {outside_signal:.4f}")
print(f"probe fraction outside the same angle: {outside_probe:.4f}")
print(f"mismatch phase over zR (rms k): {signal_k2 * zR / (2 * omega):.3e} rad")
print(f"non-paraxial shift of on-axis amplitude: {beam_shift:.5f}")
print(f"1/(k_laser zR): {1 / (k_laser * zR):.5f}")
print("no test failed")
```

It prints:

```
loop / weak-field Lagrangian, one plane: 0.99977
loop / weak-field Lagrangian, two planes: 0.99962
radiated energy right, Maxwell (model units): 0.36424
radiated energy right, amplitude (model units): 0.36424
radiated energy left, Maxwell (model units): 0.22108
radiated energy left, amplitude (model units): 0.22108
flip fraction, nonlinear Maxwell simulation: 1.2256e-06
flip fraction, predicted for simulation: 1.2257e-06
pump pulse energy: 10.0 J
pump duration FWHM: 30.0 fs
pump wavelength: 0.80 um
pump waist w0: 2.00 um
pump Rayleigh length zR: 15.708 um
pump duration parameter cT: 7.639 um
probe photon energy: 10.0 keV
probe duration FWHM: 20.0 fs
probe duration parameter cTx: 5.092 um
probe waist wx: 2.00 um
probe photons per pulse: 1.0e+12
probe wave number: 5.0677e+04 1/um
peak cycle-averaged intensity I0: 4.9839e+21 W/cm^2
critical intensity: 4.6481e+29 W/cm^2
peak field / critical field: 1.464e-04
photon energy product / m^2: 5.935e-08
xi*I0 (dimensionless): 2.7673e-13
index difference at focus: 3.3208e-12
flip amplitude per length 6*xi*I0*omega: 8.4145e-08 1/um
parameter A = sqrt(8) zR/(cT): 5.8164
effective path on axis: 4.7190 um
flip amplitude on axis: 3.9708e-07
flip probability, thin short probe: 1.5767e-13
flip probability, example probe: 5.2615e-14
same from momentum-space amplitude: 5.2615e-14
reduction by finite probe size: 0.3337
flipped photons per shot: 5.2615e-02
flip probability at wx = 0.5 um: 1.3878e-13
flip probability at wx = 1.0 um: 1.0453e-13
flip probability at wx = 4.0 um: 1.7617e-14
flip probability at wx = 8.0 um: 4.8127e-15
flip probability at wx = 16.0 um: 1.2317e-15
wide-probe ratio P(40 um)/P(80 um): 3.9962
rms angle of flipped photons: 24.008 urad
rms angle of probe photons: 13.953 urad
flipped fraction outside angle 2/(omega wx): 0.5088
probe fraction outside the same angle: 0.1353
mismatch phase over zR (rms k): 2.294e-04 rad
non-paraxial shift of on-axis amplitude: 0.00809
1/(k_laser zR): 0.00811
no test failed
```
